\section*{Adjoint Gradients for Fitting Many Kinetic Parameters to a Deposition Profile}

\section{Four hundred solves instead of 9600}

A simulated precursor pulse in a deep hole takes 400 time steps, each with one linear solve for the gas density. The resulting coverage profile is compared with data, and the mismatch depends on 24 kinetic parameters. Changing the parameters one at a time to obtain all 24 derivatives takes $24\times400=9600$ further solves. The same derivatives were obtained with 400. The sweep that produced them took 1.36, 1.35 and 1.34 times as long as the simulation when the kinetics had 6, 24 and 96 parameters.

The saving comes from the order in which the chain rule is evaluated. A parameter change carried forward in time needs its own simulation. A mismatch carried backward is a single signal, which every parameter can share.

\section{One cell and two steps by hand}

Let one wall cell have coverage $\theta$, the occupied fraction of its reactive sites. Gas reaches it through a unit conductance from a reservoir of unit density and reacts with probability $\beta$. In suitable units the balance of supply and consumption is $1-u=\beta u$, so
\begin{equation}
Au=1,\quad A=1+\beta,\qquad \theta^{n+1}=\theta^n+\beta^n u^n .
\end{equation}
Take two parameters, both zero at the point of interest:
\begin{equation}
\beta=(1-\theta)\exp[p_0(1-\theta)+p_1\theta].
\end{equation}
There $\beta=1-\theta$ and $\beta'\equiv\partial\beta/\partial\theta=-1$. Starting from $\theta^0=0$,
\begin{align}
\beta^0&=1, & u^0&=\tfrac12, & \theta^1&=\tfrac12,\\
\beta^1&=\tfrac12, & u^1&=\tfrac23, & \theta^2&=\tfrac12+\tfrac13=\tfrac56 .
\end{align}
For $J=\frac12(\theta^2-y)^2$ with datum $y$, the derivative with respect to the final coverage is $r=\theta^2-y$. Call it $\lambda^2$.

Now go backward. A change $\delta\beta$ in a step changes the gas density through $A\,\delta u+u\,\delta\beta=0$. The uptake $\beta u$ therefore changes by
\begin{equation}
u\,\delta\beta+\beta\,\delta u=u(1-\beta/A)\,\delta\beta .
\end{equation}
Multiplying by the sensitivity $\lambda$ of $J$ to the coverage after the step gives $\delta J=w\,\delta\beta$, where
\begin{equation}
w=u(\lambda-\mu),\qquad A\mu=\beta\lambda .
\end{equation}
The number $\mu$ accounts for gas depletion. Coverage before the step acts both directly and through $\beta$, so its sensitivity is $\lambda+\beta'w$. For the last step,
\begin{equation}
\mu^1=\tfrac13r,\quad w^1=\tfrac23\left(1-\tfrac13\right)r=\tfrac49r,\quad
\lambda^1=r-\tfrac49r=\tfrac59r .
\end{equation}
For the first,
\begin{equation}
\mu^0=\tfrac5{18}r,\qquad
w^0=\tfrac12\left(\tfrac59-\tfrac5{18}\right)r=\tfrac5{36}r .
\end{equation}
The parameter derivatives of $\beta$ at fixed coverage are $\beta(1-\theta)$ and $\beta\theta$. Summing over the two steps,
\begin{align}
\frac{\partial J}{\partial p_0}&=1\cdot\tfrac5{36}r+\tfrac14\cdot\tfrac49r=\tfrac14r,\\
\frac{\partial J}{\partial p_1}&=0+\tfrac14\cdot\tfrac49r=\tfrac19r .
\end{align}

Forward differentiation confirms this. Each uptake is $\beta/(1+\beta)$, with derivative $(1+\beta)^{-2}$. For $p_0$ this gives $\partial\theta^1/\partial p_0=1/4$. In the second step the direct change of $\beta$, $+1/4$, cancels the change through coverage, $-1/4$, so $\partial\theta^2/\partial p_0=1/4$. For $p_1$ the first step is unaffected and the second gives $\frac14\cdot\frac49=\frac19$. The forward route followed each parameter separately; the backward route computed one pair $w^0,w^1$ for both.

\section{The transport model}

Consider a cylindrical hole of diameter $d$ and depth $L$, with diffuse re-emission from the wall and no collisions in the gas. Let $\alpha$ be the angle between a flight and the axis, and $\phi$ the transverse angle from the inward normal. The flight ends when its transverse projection completes a chord $d\cos\phi$. Its length is thus $d\cos\phi/\sin\alpha$ and its axial part is $\ell=d\cos\phi\cos\alpha/\sin\alpha$. Cosine emission has probability $\pi^{-1}\sin^2\alpha\cos\phi\,d\alpha\,d\phi$, whence
\begin{equation}
\frac{\langle\ell^2\rangle}{d^2}=\frac1\pi
\int_{-\pi/2}^{\pi/2}\!\cos^3\phi\,d\phi
\int_0^\pi\!\cos^2\alpha\,d\alpha
=\frac1\pi\,\frac43\,\frac\pi2=\frac23 .
\end{equation}
With mean speed $v$ and density $n$, the wall flux is $nv/4$. Per unit length there are $n\pi d^2/4$ molecules and $\pi d\,nv/4$ impacts per second, so each molecule hits the wall at rate $v/d$. Independent flights give the diffusion coefficient $D=\frac12(v/d)\langle\ell^2\rangle=dv/3$.

Diffusive supply balances wall reaction when $(\pi d^2/4)D\,\partial_z^2n=\pi d(v/4)\beta n$. Set $x=z/L$ and divide $n$ by the inlet density $n_0$ to obtain $u$:
\begin{equation}
\frac{\partial^2u}{\partial x^2}=\kappa\beta u,\quad
\kappa=\frac{L^2v}{dD}=3\left(\frac Ld\right)^2,\quad
u(0)=1,\quad u'(1)=0 .
\end{equation}
The bottom is taken as reflecting. For site density $\rho$, irreversible reaction gives $\rho\,\partial_t\theta=(v/4)n\beta$, or
\begin{equation}
\frac{\partial\theta}{\partial\tau}=\beta u,\qquad
\tau=\frac{n_0vt}{4\rho}.
\end{equation}
The dose $\tau$ counts impingements per site at the inlet density. Gas storage has been neglected.

The reaction probability has $P$ parameters:
\begin{equation}
\beta=(1-\theta)e^{g},\quad g=\sum_{k=0}^{P-1}p_kB_k(\theta),\quad
B_k=\binom{P-1}{k}\theta^k(1-\theta)^{P-1-k}.
\end{equation}
The factor $e^g$ is the sticking factor, the reaction probability per unit fraction of free sites. The binomial theorem gives $\sum_kB_k=1$, so equal parameters mean constant sticking. The derivatives needed later are
\begin{equation}
\frac{\partial\beta}{\partial p_k}=\beta B_k,\qquad
\beta'=-e^g+\beta\sum_kp_kB_k'(\theta).
\end{equation}

Divide the depth into $M$ cells of width $h=1/M$ and the dose into $N$ steps $\Delta=\tau/N$. With vector products taken cell by cell where no matrix appears,
\begin{equation}
A^nu^n=b,\quad A^n=K+\kappa\,\mathrm{diag}(\beta^n),\quad
\theta^{n+1}=\theta^n+\Delta\beta^nu^n .
\label{forward}
\end{equation}
An interior row of $K$ is $(-1,2,-1)/h^2$. The inlet lies half a cell from the first centre, which makes the first diagonal entry $3/h^2$ and $b_1=2/h^2$. The closed end makes the last diagonal entry $1/h^2$. All other entries of $b$ vanish.

\section{The backward sweep}

For data $y_i$ with noise standard deviation $\sigma$, define
\begin{equation}
J=\frac12\sum_i\left(\frac{\theta_i^N-y_i}{\sigma}\right)^2 .
\end{equation}
Add the equations of motion with multipliers. They vanish on a simulated trajectory, so the value is unchanged:
\begin{align}
\mathcal L=J&+\sum_{n=0}^{N-1}\lambda^{n+1}\!\cdot
(\theta^n+\Delta\beta^nu^n-\theta^{n+1})\nonumber\\
&+\sum_{n=0}^{N-1}\mu^n\!\cdot(b-A^nu^n).
\end{align}
Choose the multipliers so that first-order changes in the states drop out. The coefficients of $\delta\theta^N$ and $\delta u^n$ vanish if
\begin{equation}
\lambda_i^N=\frac{\theta_i^N-y_i}{\sigma^2},\qquad
(A^n)^T\mu^n=\Delta\beta^n\lambda^{n+1}.
\label{adj}
\end{equation}
A change $\delta\beta^n$ at fixed states contributes $\Delta\lambda^{n+1}u^n\delta\beta^n$ from the update and $-\kappa\mu^nu^n\delta\beta^n$ from the gas equation. Collecting both,
\begin{equation}
w^n=u^n(\Delta\lambda^{n+1}-\kappa\mu^n),\qquad
\lambda^n=\lambda^{n+1}+(\beta')^nw^n .
\label{back}
\end{equation}
The second relation makes the coefficient of $\delta\theta^n$ vanish. Only explicit parameter changes remain:
\begin{equation}
\frac{\partial J}{\partial p_k}
=\sum_{n=0}^{N-1}\sum_i\beta_i^nB_k(\theta_i^n)w_i^n .
\label{gradient}
\end{equation}

The procedure is to run (\ref{forward}), store $\theta^n$ and $u^n$, and then apply (\ref{adj})--(\ref{gradient}) from $n=N-1$ to zero. Each backward step needs one solve, whatever $P$ is. Here $A$ is symmetric, so the forward solver can be reused unchanged.

The two terms in $w$ have direct meanings. More reaction in a cell adds coverage there but removes gas that this cell and others could use. When $\kappa\beta\ll1$ in every cell, $u\simeq1$ and $w\simeq\Delta\lambda$: the cells are nearly independent and the depletion term is small beside typical values of $\Delta\lambda$. It can still dominate the sum (\ref{gradient}) if the residuals of these nearly identical cells cancel.

Continuing (\ref{back}) to $n=0$ makes $\lambda^0$ the sensitivity to initial coverage. A fractional change of inlet density scales $b$, so
\begin{equation}
\frac{\partial J}{\partial\ln n_0}=\sum_n b\cdot\mu^n
=\frac{\partial J}{\partial\ln\tau}.
\end{equation}
The last equality holds because $u$ is proportional to $b$ and enters the update only as $\Delta u$. The sensitivity to inlet pressure at fixed temperature thus costs no extra solve.

Adding the same small number to every $p_k$ scales $\beta$. Since $\beta$ appears only in $\kappa\beta$ and $\Delta\beta$,
\begin{equation}
\sum_k\frac{\partial J}{\partial p_k}
=\frac{\partial J}{\partial\ln\kappa}+\frac{\partial J}{\partial\ln\tau}.
\label{scaling}
\end{equation}

\section{General form and cost}

Let a step of any differentiable simulation be defined by $R^n(q^{n+1},q^n,p)=0$, with $q^0$ fixed. Subtract $\sum_n\eta^{n+1}\cdot R^n$ from $J(q^N)$. Stationarity in the states gives
\begin{align}
\left(\frac{\partial R^{N-1}}{\partial q^N}\right)^T\eta^N
&=\frac{\partial J}{\partial q^N},\\
\left(\frac{\partial R^{n-1}}{\partial q^n}\right)^T\eta^n
&=-\left(\frac{\partial R^n}{\partial q^n}\right)^T\eta^{n+1},
\quad 0<n<N,
\end{align}
and then $\partial J/\partial p=-\sum_n(\partial R^n/\partial p)^T\eta^{n+1}$, plus any explicit derivative of $J$. The matrices on the left must be invertible. If an implicit step needs several Newton iterations forward, its adjoint still needs one linear solve, provided the forward equations were converged.

The comparison of 400 with 9600 counts only transport solves. Evaluating $P$ basis functions in every cell takes work proportional to $P$ in both sweeps, which is why the time ratio can stay bounded while both times grow. The backward sweep also computes $\beta'$ and accumulates the gradient. Storage is the other price: two arrays of 100 cells over 400 steps, at 8 bytes a number, occupy 640 kB.

The sweep differentiates one scalar. The full matrix $\partial\theta_i^N/\partial p_k$ needs a forward derivative run per parameter or a backward sweep per cell. If the kinetics jump at some coverage, the gradient may not exist when a cell reaches the jump.

\section{A pulse in a deep hole}

The example takes trimethylaluminium, a precursor for alumina, in a hole 500 nm wide and 50 $\mu$m deep. The temperature is 573 K, the precursor pressure 0.1 Torr and the pulse 90 ms. The site density of 4 nm$^{-2}$ is a rough typical value, as is the order of magnitude of the sticking. The aspect ratio of 100 gives $\kappa=3\times100^2=30000$.

The gas stored per wall site, $n_0d/(4\rho)$, is $5.3\times10^{-5}$. Multiplying by $vt/d$, with $v=410$ m/s, gives the dose:
\begin{equation}
\tau\simeq5.3\times10^{-5}\,
\frac{410\times0.090}{5.0\times10^{-7}}\simeq3.9\times10^3 .
\end{equation}
The small stored amount supports the quasi-steady gas equation, as does the filling time $L^2/D=37\,\mu$s, which is short beside the pulse.

Synthetic data were made with $e^g=0.020\,e^{-1.2\theta}$ on a grid twice as fine in depth and time, then averaged to 100 cells and given Gaussian noise of 0.01. The starting guess was constant sticking of 0.005, with $J=1105$. Some gradient components there are
\begin{equation}
\begin{array}{c|ccccc}
k&0&6&12&18&23\\ \hline
\partial J/\partial p_k&-13.3&-205&-191&-76.2&+12.2
\end{array}
\end{equation}
Raising $p_6$ by 0.01 therefore lowers $J$ by about 2.05 to first order. The positive last component asks for less sticking near full coverage, although the true value there, 0.0060, exceeds the guess. A component is a local slope with the other parameters held fixed; it need not point toward the true parameter.

The gradient was tested by giving each parameter in turn an imaginary increment $i\epsilon$, with $\epsilon=10^{-30}$, in the forward simulation. For an analytic function the imaginary part of the result divided by $\epsilon$ is the derivative, with error of order $\epsilon^2$ and no subtraction of nearby values. At the starting guess and at an uneven curve, $p_k=\ln0.005+0.3\sin(1.7k)$, the largest discrepancy was $1.0\times10^{-15}$ of the largest component. At the uneven curve (\ref{scaling}) reads $8745.77-11691.64=-2945.87$, in agreement with the adjoint sum.

\section{What the fit determines}

A quasi-Newton fit, with every $e^{p_k}$ kept between 0.001 and 0.08, was stopped at its limit of 40 iterations, after 46 evaluations of $J$ and its gradient. It reduced $J$ to 34.0. The true parameters give 36.6, so the fit has also followed some of the noise. The half-coverage depth moved from 24.14 to 25.18 $\mu$m, against 25.14 $\mu$m for the true curve. The sticking factor is less well recovered:
\begin{equation}
\begin{array}{c|ccc}
\theta&0.1&0.5&0.9\\ \hline
\text{fit}&0.0179&0.0118&0.0061\\
\text{true}&0.0177&0.0110&0.0068
\end{array}
\end{equation}
The errors at coverages 0.5 and 0.9 are about $+8\%$ and $-10\%$ of the true values.

To see how much the data fix, let $S_{ik}=\sigma^{-1}\partial\theta_i^N/\partial p_k$. Near the fit $J\simeq\frac12|S\,\delta p-e|^2$, where $e$ is noise of unit variance. Along a singular direction with singular value $s$, minimization gives an amplitude $e_s/s$, where $e_s$ is the corresponding noise component. Its standard error is $1/s$. The largest value, 13.2, gives 0.076; the sixth, 2.32, gives 0.43. Eight of the 24 unit-norm combinations have standard errors below one. A cheap gradient makes the search affordable but adds no information to the profile. The other combinations need a prior assumption, fewer parameters or further data.

The limit of fast reaction shows why depth alone says little about sticking once the front is narrow. A sharp front at $x_f$ has $u$ falling linearly from one to zero, so the incoming flux is $1/x_f$ and
\begin{equation}
\kappa\frac{dx_f}{d\tau}=\frac1{x_f},\qquad
x_f=\sqrt{\frac{2\tau}{\kappa}}=\sqrt{\frac{2\times3889}{30000}}=0.509 .
\end{equation}
This is 25.5 $\mu$m, close to the simulated 25.14 $\mu$m, and contains no sticking factor. At finite sticking the front has a width of order $L/\sqrt{\kappa e^g}$, about 2 $\mu$m for $e^g=0.02$ and 4 $\mu$m for 0.005, and its shape then carries information on the sticking. When this width is not small beside the front depth, as for $e^g\simeq0.001$, the depth itself depends appreciably on the sticking.

\section{Errors of the transport model}

Diffusion can be checked against straight flights between wall rings. Two equal coaxial disks, separated by $\zeta$ diameters, form the bases of two caps on one sphere of radius $R$. Between points of a sphere a distance $s$ apart, both emission cosines are $s/2R$. The exchange density $\cos\vartheta\cos\vartheta'/(\pi s^2)$ is then the constant $1/(4\pi R^2)$. Caps of height $H$ and area $2\pi RH$ exchange $\pi H^2$. Every straight flight from one cap to the other crosses both disks, and every flight through both disks joins the caps, so the disks exchange the same amount. Dividing by the disk area gives the transmitted fraction
\begin{equation}
F(\zeta)=\left(\frac{H}{d/2}\right)^2
=\left(\sqrt{1+\zeta^2}-\zeta\right)^2 .
\end{equation}
Differences of $F$ give the exchange between disks and rings, and second differences that between rings. Solving for the ring fluxes at every step, with the true sticking curve and extrapolation to zero ring length, puts half coverage near 24.3 $\mu$m, about 3\% less than diffusion. This run includes the entrance resistance that $u(0)=1$ omits, but that is less than half of the gap. Equating the inward flux $n_0v/4$ to $nv/4-\frac12D\,\partial_zn$ gives $n_0=n-\frac23d\,\partial_zn$, which pulls the front back by $2d/3=0.33\,\mu$m, or 1.3\%. The rest is not captured by this boundary correction to diffusion.

In an actual process the film narrows the hole. A 5 nm film, roughly 50 cycles at 0.1 nm, reduces the depth by 2.0\% if the final diameter is used throughout. A temperature 10 K higher, at fixed pressure and sticking, reduces it by 0.4\%. A pressure 10\% higher increases it by 5.0\%, close to the 4.9\% of the sharp-front law. Such a pressure error moves the front further than the whole correction from the starting guess to the fit. The pressure must therefore be known well or fitted too, with its derivative taken from the same sweep. What is fitted is really the dose $n_0vt/(4\rho)$, so an error in the site density cannot be told from one in the pressure, and the 3\% depth error of the diffusion model would appear as an error of 5 to 6\% in the fitted dose.

At a total pressure of 1 Torr, mostly nitrogen, the estimated mean free path is about 80 hole diameters, so most flights are collisionless. The path is still shorter than the hole depth, and collisions that cut the rare long axial flights can reduce the depth by up to about 1\%. The relative gas density at the bottom is $1.1\times10^{-6}$ when the pulse ends, so reaction there matters little. A measured profile of film thickness after many cycles is not the same quantity as the coverage after one pulse. Desorption, readsorption of by-products and incomplete reaction of the second precursor are absent here, and their effects have not been sized. A fit that omits them can assign their influence to the sticking curve, however accurate its gradient. The remaining figures are in the numerical output.

\section*{Computed results}
\begin{verbatim}
hole diameter 500 nm, depth 50 um, aspect ratio 100
temperature 573 K, precursor pressure 0.1 Torr
pulse 90 ms, site density 4.0 per nm^2 (rough)
mean molecular speed 410.2 m/s
dose 3888.9 inlet impingements per site; kappa 30000
mean-square flight / d^2 by quadrature 0.666667
cells 100, time steps 400, parameters 24, data noise 0.01
true sticking factor: 0.0200 (empty) to 0.00602 (full)
starting sticking factor 0.0050
mismatch J at start 1105.47
start gradient dJ/dp_0 = -13.2595
start gradient dJ/dp_6 = -205.1206
start gradient dJ/dp_12 = -190.8131
start gradient dJ/dp_18 = -76.1687
start gradient dJ/dp_23 = 12.2060
start gradient, sum over parameters -2940.659
start dJ/d ln(inlet pressure) -11765.840
largest relative gradient error 1.0e-15
uneven curve: gradient sum -2945.8736
uneven curve: dJ/dln kappa 8745.7662, dJ/dln dose -11691.6398
transport solves: forward 400, adjoint 400
extra solves, one-sided differences 9600
time adjoint/forward with 6 parameters 1.36
time adjoint/forward with 24 parameters 1.35
time adjoint/forward with 96 parameters 1.34
stored trajectory 640 kB
fit: 40 iterations, 46 value-and-gradient calls
mismatch J after fit 34.00; at true parameters 36.63
half-coverage depth: start 24.14 um, fit 25.18 um
half-coverage depth, true curve 25.14 um
sticking factor at coverage 0.1: fit 0.01790, true 0.01774
sticking factor at coverage 0.5: fit 0.01182, true 0.01098
sticking factor at coverage 0.9: fit 0.00610, true 0.00679
largest singular values 13.2, 9.75, 6.24, 4.62, 3.07, 2.32
combinations with standard error below 1: 8 of 24
grid and time-step change of coverage, at most 0.0005
ballistic half-coverage depth 24.35 um (-3.15 %)
film 5.0 nm narrows hole: depth -2.00 %
10 K warmer: depth -0.44 %
10 % more pressure: depth +5.00 %
Knudsen number at 1 Torr total pressure 80
gas stored per wall site 5.3e-05
gas filling time L^2/D 36.6 us
relative gas density at bottom, end of pulse 1.1e-06
\end{verbatim}
